# Gutzwiller Similarity Transform of the Hubbard Model and the Dimer Determinant

Put two electrons on two sites with hopping strength $t$ and an on-site repulsion $U=4t$. If both electrons occupy the bonding orbital, the mean energy is zero, whereas the ground-state energy is $-0.828\,t$. Now multiply every hop that breaks up a doubly occupied site by $0.414$, and every hop that creates one by $2.414$. The same bonding determinant becomes an eigenvector of the altered Hamiltonian, with eigenvalue $-0.828\,t$. The two factors are reciprocal, and they come from a similarity transformation that leaves the spectrum unchanged.

Let $a^\dagger_{i\sigma}$ create an electron of spin $\sigma$ on site $i$, let $n_{i\sigma}=a^\dagger_{i\sigma}a_{i\sigma}$, and let $\bar\sigma$ be the spin opposite to $\sigma$. The Hubbard Hamiltonian is

$$
H=\sum_{i\ne j,\sigma}h_{ij}\,a^\dagger_{i\sigma}a_{j\sigma}+UD,\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow},
$$

with $h_{ij}=h_{ji}^*$. The operator $D$ counts doubly occupied sites. For real $J$, the Gutzwiller factor $e^{JD}$ multiplies a configuration containing $D$ such sites by $e^{J}$ raised to that number. Negative $J$ suppresses double occupancy. Writing a wave function as $\Psi=e^{JD}\Phi$ turns $H\Psi=E\Psi$ into

$$
\bar H\Phi=E\Phi,\qquad \bar H=e^{-JD}He^{JD},
$$

after multiplication from the left by $e^{-JD}$. The correlation factor has moved from the wave function into the Hamiltonian.

The repulsion $UD$ commutes with $e^{JD}$ and is unchanged. So would be any site energies, since they contain number operators alone. What remains is the single hop $T=a^\dagger_{i\sigma}a_{j\sigma}$ with $i\ne j$, which carries an electron from $j$ to $i$. The anticommutation rules give $[a^\dagger_{i\sigma},n_{k\sigma}]=-\delta_{ik}a^\dagger_{i\sigma}$ and $[a_{j\sigma},n_{k\sigma}]=\delta_{jk}a_{j\sigma}$, so that

$$
[T,n_{k\sigma}]=a^\dagger_{i\sigma}[a_{j\sigma},n_{k\sigma}]+[a^\dagger_{i\sigma},n_{k\sigma}]a_{j\sigma}=(\delta_{jk}-\delta_{ik})\,T .
$$

The numbers $n_{k\bar\sigma}$ commute with $T$, because they contain the other spin. Multiplying by $n_{k\bar\sigma}$ and summing over $k$ therefore gives

$$
[T,D]=TX,\qquad X=n_{j\bar\sigma}-n_{i\bar\sigma}.
$$

Define $K(J)=e^{-JD}Te^{JD}$. Differentiation brings down $-D$ on the left and $+D$ on the right:

$$
\frac{dK}{dJ}=e^{-JD}(TD-DT)e^{JD}=e^{-JD}TXe^{JD}=KX .
$$

In the last step $X$ was moved through $e^{JD}$, which is allowed because all number operators commute. It follows that

$$
\frac{d}{dJ}\left(Ke^{-JX}\right)=KXe^{-JX}-KXe^{-JX}=0 .
$$

The product keeps its value at $J=0$, which is $T$, and hence $K=Te^{JX}$. The transformed Hamiltonian is

$$
\boxed{\;\bar H=\sum_{i\ne j,\sigma}h_{ij}\,a^\dagger_{i\sigma}a_{j\sigma}\,e^{J(n_{j\bar\sigma}-n_{i\bar\sigma})}+UD\;}
$$

No approximation has been made, and neither the lattice nor the electron number has been restricted.

Counting pairs confirms the sign. Suppose the electron leaves a site where it had an opposite-spin partner and arrives at an empty site. Then $n_{j\bar\sigma}=1$ and $n_{i\bar\sigma}=0$, and the factor is $e^J$. In the definition, $e^{JD}$ acts first and gives $e^J$ for the one pair present; after the hop no pair is left, and $e^{-JD}$ gives one. The reverse process has the factor $e^{-J}$. A hop that leaves the number of pairs unchanged keeps its strength.

The exponential is a short polynomial. Since $n^2=n$, one has $e^{Jn}=1+(e^J-1)n$. Multiplying the factors for the two sites gives

$$
\begin{aligned}
e^{J(n_j-n_i)}&=\left[1+(e^J-1)n_j\right]\left[1+(e^{-J}-1)n_i\right]\\
&=1+(e^J-1)n_j+(e^{-J}-1)n_i-2(\cosh J-1)n_in_j ,
\end{aligned}
$$

where both numbers refer to spin $\bar\sigma$. The last coefficient is $(e^J-1)(e^{-J}-1)=2-e^J-e^{-J}$. Together with the hop, the terms with one number operator are two-body interactions, and the term with $n_in_j$ is a three-body interaction. The latter needs one electron of spin $\sigma$ to hop and two of spin $\bar\sigma$ to occupy the two sites, so it vanishes in a two-electron system. The expansion ends there, because a single hop changes the pair count on two sites only.

The price of the transformation is the loss of Hermiticity. Since $D$ and $H$ are Hermitian, $\bar H^\dagger=e^{JD}He^{-JD}$, which is the transform with the opposite sign of $J$. The eigenvalues remain those of $H$, but the right and left eigenvectors now differ, unless the state has a definite number of pairs. If $H\Psi=E\Psi$, then

$$
\bar H\,(e^{-JD}\Psi)=e^{-JD}H\Psi=E\,(e^{-JD}\Psi),
$$

$$
(e^{JD}\Psi)^\dagger\bar H=\Psi^\dagger e^{JD}e^{-JD}He^{JD}=E\,(e^{JD}\Psi)^\dagger .
$$

The right eigenvector is $R=e^{-JD}\Psi$ and the left one is $L=e^{JD}\Psi$. Reversing the sign of $J$ exchanges the two. In what follows $J$ is chosen so that $R$ becomes a determinant. The physical state $\Psi$ is not altered by the choice of $J$.

For the dimer take $h_{12}=h_{21}=-t$ with $t>0$, real $U$, and two electrons. The bonding orbital has the creation operator $b^\dagger_\sigma=(a^\dagger_{1\sigma}+a^\dagger_{2\sigma})/\sqrt2$. Define the covalent and ionic singlets

$$
|C\rangle=\frac{a^\dagger_{1\uparrow}a^\dagger_{2\downarrow}+a^\dagger_{2\uparrow}a^\dagger_{1\downarrow}}{\sqrt2}|0\rangle,\qquad
|I\rangle=\frac{a^\dagger_{1\uparrow}a^\dagger_{1\downarrow}+a^\dagger_{2\uparrow}a^\dagger_{2\downarrow}}{\sqrt2}|0\rangle .
$$

Multiplying out the bonding determinant gives all four products with weight $1/2$:

$$
|\Phi\rangle=b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle=\frac{|C\rangle+|I\rangle}{\sqrt2}.
$$

A hop replaces the site label of one creation operator without moving it, so no sign arises. Each of the two products in $|I\rangle$ is turned by the hopping into $-t$ times the sum of both covalent products. Their contributions add to $-2t|C\rangle$. In the same way $|C\rangle$ goes into $-2t|I\rangle$. The first process destroys a pair and acquires $e^J$; the second creates one and acquires $e^{-J}$. Hence

$$
\bar H|C\rangle=-2te^{-J}|I\rangle,\qquad \bar H|I\rangle=-2te^{J}|C\rangle+U|I\rangle ,
$$

or, in the order $(C,I)$,

$$
\bar H=\begin{pmatrix}0&-2te^{J}\\-2te^{-J}&U\end{pmatrix}.
$$

The determinant of $\bar H-E$ gives $E^2-UE-4t^2=0$, in which $J$ has cancelled. The roots are

$$
E_\pm=\frac{U\pm\sqrt{U^2+16t^2}}{2}.
$$

Two electrons on two sites have six states, and four are still to be placed. With parallel spins the Pauli principle blocks every hop, so that state has energy zero, and spin symmetry gives the whole triplet the same energy. The ionic combination with a minus sign has energy $U$, because the hops from its two parts cancel. Now $E_-<0$, since the product of the roots is $-4t^2$, and $E_-=U-E_+<U$, since $E_+>0$. The ground state therefore has energy $E_-$ and is nondegenerate.

The state $\Phi$ has equal components on $C$ and $I$. It is a right eigenvector when the two rows of the matrix, applied to $(1,1)$, give the same number:

$$
-2te^J=E,\qquad U-2te^{-J}=E .
$$

Subtracting the equations gives $U=2t(e^{-J}-e^{J})=-4t\sinh J$. The solution is

$$
\boxed{\;J=-\operatorname{arsinh}\frac{U}{4t},\qquad E=-2te^J\;}
$$

To identify the root, use $e^{-\operatorname{arsinh}x}=\sqrt{1+x^2}-x$ with $x=U/4t$. Then

$$
E=-2t\left(\sqrt{1+\frac{U^2}{16t^2}}-\frac{U}{4t}\right)=\frac{U-\sqrt{U^2+16t^2}}{2}=E_- ,
$$

which is the ground state.

For $U=4t$ the argument is $x=1$, so $J=-\operatorname{arsinh}1=-0.8814$, $e^J=\sqrt2-1=0.4142$ and $e^{-J}=2.4142$. The first row gives $-2\times0.4142\,t=-0.8284\,t$, and the second gives $(4-4.8284)\,t=-0.8284\,t$. These are the factors and the energy of the opening paragraph. The electron number has to be held at two: one electron alone has the energy $-t$, which is lower.

Could another determinant, with different orbitals, be reached at another $J$? From $H$ itself, the covalent row of the eigenvalue equation for $\Psi\propto C+rI$ reads $-2tr=E_-$, so $r=-E_-/2t=e^{-\operatorname{arsinh}(U/4t)}$. Therefore

$$
e^{-JD}\Psi\propto|C\rangle+q|I\rangle,\qquad q=re^{-J}.
$$

Write this state as $\sum_{ij}c_{ij}a^\dagger_{i\uparrow}a^\dagger_{j\downarrow}|0\rangle$. Up to normalization, $c$ has $q$ on the diagonal and $1$ off it. A general two-electron determinant is $f^\dagger g^\dagger|0\rangle$, where $f$ and $g$ may mix spins. Our state has no component with two up spins, so the up-spin parts of $f$ and $g$ must be parallel. Replacing the two orbitals by independent linear combinations changes the determinant by a factor at most, and one combination can be chosen to have no up-spin part. Call it $g$. Then $c_{ij}=f_{i\uparrow}g_{j\downarrow}$, a matrix of rank one, whose determinant is zero. The condition is $q^2-1=0$. For real $J$ the ratio $q$ is positive, which leaves $q=1$, and $q=1$ is $\Phi$. The real solution is unique.

The distance from a determinant can be measured with the one-body density matrix $\gamma_{pq}=\langle a_p^\dagger a_q\rangle$, taken in a normalized state, where $p$ and $q$ label spin orbitals. Its eigenvalues $\nu$ are occupations between zero and one, so $\operatorname{Tr}(\gamma-\gamma^2)=\sum\nu(1-\nu)$ vanishes only if every natural orbital is full or empty, that is, for a determinant. To evaluate it here, introduce the doubly occupied antibonding orbital, $\Phi_a=(I-C)/\sqrt2$. Then

$$
C+qI=\frac{(1+q)\Phi+(q-1)\Phi_a}{\sqrt2}.
$$

The squared norm is $1+q^2$, so each bonding spin orbital has occupation $\nu=(1+q)^2/[2(1+q^2)]$ and each antibonding one has $1-\nu$. The four spin orbitals contribute equally:

$$
\operatorname{Tr}(\gamma-\gamma^2)=4\nu(1-\nu)=\left(\frac{1-q^2}{1+q^2}\right)^2 .
$$

For $\Psi$ itself $q=0.4142$, and the result is $0.500$. For $R$ it is zero. The left eigenvector is $L=e^{JD}\Psi\propto e^{2JD}\Phi$, with $q=e^{2J}=0.1716$, and the result is $0.889$. The transformation has made the right eigenvector simple and the left one more correlated, by this measure, than the original state. In the numerical check, $J$ is also found by minimizing this trace for the diagonalized ground state, without using the formula, and the two values agree.

The sign of $J$ is opposite to that of $U$. For weak interaction $J\approx-U/4t$. For strong repulsion $\sqrt{1+x^2}-x\approx1/2x$, so $e^J\approx2t/U$ and $E\approx-4t^2/U$, the energy gained by virtual hops from the covalent state. At $U=12t$ this estimate is $-0.333\,t$, against the full result $-0.325\,t$; there $J=-1.818$. The factor $e^{-J}$ grows as $U/2t$, so the transformed matrix becomes strongly asymmetric in this limit. For attraction, $U=-4t$, the parameter is $J=+0.8814$: the Gutzwiller factor now favours pairs, and the energy is $-4.828\,t$. If $t$ is negative, reversing the sign of the orbital on site 2 restores the case treated here and exchanges the bonding determinant for the antibonding one. At $t=0$ and $U>0$ the construction fails: the covalent singlet and the triplet are degenerate, and no finite $J$ removes the ionic part of $\Phi$.

Away from the right $J$, the asymmetry of $\bar H$ has a practical consequence. Applying $\bar H$ to $\Phi$ gives $(AC+BI)/\sqrt2$ with $A=-2te^J$ and $B=U-2te^{-J}$. The projected energy is

$$
\langle\Phi|\bar H|\Phi\rangle=\frac{A+B}{2}=\frac U2-2t\cosh J .
$$

This has its maximum at $J=0$ and falls without limit as $|J|$ grows. At $U=4t$ and twice the correct parameter, $J=-1.763$, it is $-4.000\,t$, far below the ground-state energy. It is not a variational bound and cannot be minimized to determine $J$. The variational quantity is the mean value of the original $H$ in $e^{JD}\Phi$; at the same $J$ it equals $-0.552\,t$, above the ground-state energy as it must be.

A suitable condition for $J$ is that $\bar H\Phi$ have no component outside $\Phi$. In the dimer the one other state that can appear is $\Phi_a$, and

$$
\langle\Phi_a|\bar H|\Phi\rangle=\frac{B-A}{2}=\frac{U+4t\sinh J}{2}.
$$

Its magnitude is the norm of the residual $\bar H\Phi-\langle\Phi|\bar H|\Phi\rangle\Phi$. For $U=4t$ it is $2.000\,t$ at $J=0$, $1.090\,t$ halfway to the solution, and zero at $J=-0.8814$. Setting this projection to zero reproduces the equation for $J$.

Observables also need care. An operator $O$ must be transformed along with $H$, and its mean value uses both eigenvectors:

$$
\frac{\langle\Psi|O|\Psi\rangle}{\langle\Psi|\Psi\rangle}=\frac{\langle L|e^{-JD}Oe^{JD}|R\rangle}{\langle L|R\rangle},
$$

as insertion of $L=e^{JD}\Psi$ and $R=e^{-JD}\Psi$ shows. For $O=D$ the transformation does nothing to the operator. With $R=\Phi\propto C+I$ and $L\propto C+e^{2J}I$,

$$
\langle D\rangle=\frac{e^{2J}}{1+e^{2J}}=\frac{0.1716}{1.1716}=0.1464 .
$$

The determinant alone would give $1/2$, as for uncorrelated electrons. The correct value also follows from the energy. Differentiate $E=\langle\Psi|H|\Psi\rangle$ for normalized $\Psi$: the terms from the change of $\Psi$ add up to $E\,d\langle\Psi|\Psi\rangle/dU=0$, and $\partial H/\partial U=D$, so $dE/dU=\langle D\rangle$. Here

$$
\frac{dE_-}{dU}=\frac12\left(1-\frac{U}{\sqrt{U^2+16t^2}}\right)=\frac12\left(1-\frac1{\sqrt2}\right)=0.1464 .
$$

Having a determinant as right eigenvector thus gives the energy at once, but the mean value of a property such as the double occupancy cannot be taken in the determinant alone: it can be had from the left and right eigenvectors together, which with $L\propto e^{2JD}\Phi$ is the same as the ordinary mean value in $e^{JD}\Phi$, or from the derivative of the energy with respect to the parameter that multiplies the operator in $H$.

The dimer is a special case. The factor $e^{-JD}$ cannot change the ratio of two amplitudes whose configurations have the same number of pairs. In the dimer, symmetry fixes all such ratios, and the one that is left, ionic to covalent, is adjusted by the one parameter $J$. The same holds for two electrons on three sites joined pairwise by equal hopping $-t$, where permutation symmetry again leaves the ionic-to-covalent ratio alone and, at $U=4t$, $J=-0.577$ gives an exact determinant. A longer chain has configurations such as $\uparrow\downarrow\uparrow\downarrow$ and $\uparrow\uparrow\downarrow\downarrow$, both without pairs and not related by symmetry, and $J$ has no hold on their ratio. Such ratios can be met only by the choice of orbitals in the determinant, and the orbitals need not have enough freedom to meet all of them. In the four-site chain below, a symmetric closed-shell determinant can be chosen to reproduce this pair-free ratio, but it then fails to reproduce the ratios among the configurations with one pair.

An open chain of four sites with four electrons and $U=4t$ shows how far one $J$ can go. Its ground-state energy is $-1.953\,t$. The trace $\operatorname{Tr}(\gamma-\gamma^2)$ of $e^{-JD}\Psi$ is $0.989$ at $J=0$, and the smallest value found for $J$ between $-6$ and $6$ is $0.126$, at $J=-0.884$. Most of the departure from a determinant, by this measure, has been removed, but no $J$ in this range removes it all. That the best $J$ lies close to the dimer value is an observation at this one $U$, for which no reason is derived here.

The chain also shows the weight of the three-body term. If it is dropped, a hop between two sites that both hold an opposite-spin electron has the factor $1+(e^J-1)+(e^{-J}-1)=2\cosh J-1$ instead of $1$. At the dimer value of $J$ this is $0.414+2.414-1=1.828$. The ground-state energy becomes $-2.103\,t$, too low by $0.150\,t$, or about 8% of the exact magnitude $1.953\,t$.

The direction of this error can be derived. The truncated factor equals $e^{J(n_j-n_i)}[1+2(\cosh J-1)n_in_j]$, and the bracket commutes with $D$. Undoing the similarity transformation therefore gives a Hermitian operator $H+V$, with

$$
V=-2t(\cosh J-1)\sum_{\langle ij\rangle,\sigma}\left(a^\dagger_{i\sigma}a_{j\sigma}+a^\dagger_{j\sigma}a_{i\sigma}\right)n_{i\bar\sigma}n_{j\bar\sigma},
$$

where the sum runs over neighbouring pairs. Order the creation operators with all up spins first, site by site, and then all down spins. In an open chain a hop between neighbours then passes no other electron of its spin, so the off-diagonal elements of $H$ and all elements of $V$ are zero or negative. Replacing the amplitudes of $\Psi$ by their absolute values cannot raise the energy, so a ground state with non-negative amplitudes exists. In that state $\langle V\rangle\le0$, and the variational principle for $H+V$ puts its lowest energy at or below that of $H$. The truncation strengthens hops that the full transformation leaves alone, so in an open chain the lowest energy cannot rise; in the four-electron chain above it falls.

## Computed values

```
Three sites, random hopping, J = -0.7, U = 2.3
  largest matrix error, exponential form: 4.4e-16
  largest matrix error, polynomial form: 4.4e-16
  largest matrix error, two-body form: 6.9e-01
Dimer, two electrons: t = 1.0, U = 4.0 (units of t)
  J from formula: -0.881374
  J from determinant search: -0.881374
  factor exp(J), hop removing a pair: 0.414214
  factor exp(-J), hop making a pair: 2.414214
  ground energy: -0.828427 t
  one-electron ground energy: -1.000000 t
  Tr(gamma-gamma^2) of Psi: 0.500000
  Tr(gamma-gamma^2) of exp(-JD)Psi: 0.0e+00
  Tr(gamma-gamma^2) of left vector: 0.888889
  singlet block row 1: 0.000000 -0.828427 t
  singlet block row 2: -4.828427 4.000000 t
  J, projected energy, residual, Gutzwiller mean energy (t):
    0.000000  -0.000000  2.000000  -0.000000
   -0.440687  -0.197368  1.089820  -0.648787
   -0.881374  -0.828427  0.000000  -0.828427
   -1.762747  -4.000000  3.656854  -0.552285
  double occupancy <D>, true state: 0.146447
  <D> from left and right vectors: 0.146447
  <D> from slope dE/dU: 0.146447
  <D> from determinant alone: 0.500000
Dimer sweep: U (t), J from search, ground energy (t)
    -4.0   0.881374  -4.828427
     1.0  -0.247466  -1.561553
     2.0  -0.481212  -1.236068
     8.0  -1.443635  -0.472136
    12.0  -1.818446  -0.324555
Four-site open chain, four electrons, U = 4.0 t
  ground energy: -1.953145 t
  Tr(gamma-gamma^2) at J = 0: 0.988900
  smallest value for J in [-6, 6]: 0.125978
  reached at J = -0.8843
  energy without three-body term, J = -0.8814: -2.102688 t
  shift from dropping it: -0.149542 t
```
